# Depletion width of silicon at the onset of strong inversion: a program that tests the result

```python
# Result under test: at the onset of strong inversion, p-type silicon has
#   W = sqrt(4 eps k T ln(N/n_i) / (q^2 N)),
# about 0.30 micrometres for N = 1e16 cm^-3, n_i = 1e10 cm^-3, T = 300 K.
# N: acceptor density, n_i: intrinsic density, eps: silicon permittivity,
# q: elementary charge, psi: potential relative to the bulk,
# u = q psi/(k T), L = sqrt(eps k T/(q^2 N)): Debye length of the holes.
# SI units are used inside; device units are printed.
import math
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import ai_zeros

q, k_B, hbar, m_e = sc.e, sc.k, sc.hbar, sc.m_e
T = 300.0
N = 1e16 * 1e6
n_i = 1e10 * 1e6
kappa_si, kappa_ox, t_ox = 11.7, 3.9, 10e-9
gap_eV = 1.12
eps = kappa_si * sc.epsilon_0
kT = k_B * T
V_T = kT / q


def width(psi):
    return math.sqrt(2 * eps * psi / (q * N))


phi_F = V_T * math.log(N / n_i)
psi_s = 2 * phi_F
W = width(psi_s)
field = q * N * W / eps
charge = q * N * W

# Bulk neutrality and the inversion criterion, solved numerically
phi_num = brentq(lambda f: 2 * n_i * math.sinh(f / V_T) / N - 1, 0.0, 0.6,
                 xtol=1e-14)
p_bulk = n_i * math.exp(phi_num / V_T)
n_bulk = n_i * math.exp(-phi_num / V_T)
psi_num = brentq(lambda s: math.log(n_bulk / p_bulk) + s / V_T, 0.0, 1.2,
                 xtol=1e-14)
assert abs(phi_num - phi_F) < 1e-9
assert abs(psi_num - psi_s) < 1e-9

# Width from the potential drop: integrate the field of a uniform charge


def drop(w):
    return quad(lambda x: q * N * (w - x) / eps, 0, w)[0]


W_num = brentq(lambda w: drop(w) - psi_num, 1e-8, 2e-6, xtol=1e-16)
assert abs(W_num / W - 1) < 1e-7
assert abs(W * 1e6 - 0.30) < 0.005

# The same width in Gaussian units (cm, esu, erg)
e_esu = q * sc.c * 10
W_gauss_cm = math.sqrt(kappa_si * kT * 1e7 * math.log(N / n_i)
                       / (math.pi * e_esu**2 * N * 1e-6))
assert abs(W_gauss_cm / (W * 100) - 1) < 1e-6

# Full Poisson equation with mobile carriers, integrated from bulk to surface
L = math.sqrt(eps * kT / (q**2 * N))
r2 = (n_i / N)**2


def poisson(s, y):
    u = min(y[0], 80.0)
    holes_missing = -math.expm1(-u)
    electrons = r2 * math.expm1(u)
    return [y[1], holes_missing + electrons, holes_missing, electrons]


def solve_to(u_target):
    def reached(s, y):
        return y[0] - u_target
    reached.terminal = True
    u0 = 1e-4
    sol = solve_ivp(poisson, (0, 60), [u0, u0, u0, r2 * u0],
                    method="DOP853", rtol=1e-10, atol=1e-13,
                    max_step=0.02, events=reached, dense_output=True)
    assert len(sol.t_events[0]) == 1
    return sol, sol.t_events[0][0], sol.y_events[0][0]


u_s = psi_s / V_T
sol1, s1, y1 = solve_to(u_s)
sol2, s2, y2 = solve_to(u_s + math.log(100))
field_full = y1[1] * V_T / L
W_holes = y1[2] * L
W_tail = L * math.sqrt(2 * (u_s - 1))
W_deep = y2[2] * L
charge_gain = y2[1] / y1[1]
width_gain = y2[2] / y1[2]
assert abs(field_full / field - 1) < 1e-6
for u_end, y_end in ((u_s, y1), (u_s + math.log(100), y2)):
    first_integral = (math.exp(-u_end) + u_end - 1
                      + r2 * (math.exp(u_end) - u_end - 1))
    assert abs(y_end[1]**2 / 2 / first_integral - 1) < 1e-6
assert W_holes < W and abs(W_holes / W - 1) < 0.03
assert abs(W_holes / W_tail - 1) < 0.005
assert charge_gain > 2 and 1 < width_gain < 1.1
assert y2[3] - y1[3] > 5 * (y2[2] - y1[2])
psi_mid_full = sol1.sol(s1 - 0.5 * W / L)[0] * V_T
psi_mid = q * N * (W / 2)**2 / (2 * eps)
assert abs(psi_mid_full - psi_mid) < V_T

# Capacitance: derivative of charge against series formula
C_ox = kappa_ox * sc.epsilon_0 / t_ox
C_dep = eps / W
C_min = 1 / (1 / C_ox + 1 / C_dep)


def gate_state(psi):
    Q = q * N * width(psi)
    return Q, psi + Q / C_ox


step = 1e-4
Q_hi, V_hi = gate_state(psi_s + step)
Q_lo, V_lo = gate_state(psi_s - step)
assert abs((Q_hi - Q_lo) / (2 * step) / C_dep - 1) < 1e-6
assert abs((Q_hi - Q_lo) / (V_hi - V_lo) / C_min - 1) < 1e-6

# Quantum confinement: subbands of a triangular well, (100) surface
m_l, m_t = 0.92, 0.19
m_dos = (m_l * m_t**2)**(1 / 3)
N_c = 12 * (m_dos * m_e * kT / (2 * math.pi * hbar**2))**1.5
index = np.arange(1, 20001)
t = 3 * math.pi * (4 * index - 1) / 8
airy = t**(2 / 3) * (1 + 5 / (48 * t**2) - 5 / (36 * t**4))
assert np.max(np.abs(airy[:10] + ai_zeros(10)[0])) < 2e-3


def sheet_ratio(F):
    quantum = 0.0
    for valleys, m_z, m_xy in ((2, m_l, m_t), (4, m_t, math.sqrt(m_l * m_t))):
        scale = (hbar**2 / (2 * m_z * m_e))**(1 / 3) * (q * F)**(2 / 3)
        states = valleys * m_xy * m_e * kT / (math.pi * hbar**2)
        quantum += states * np.exp(-scale * airy / kT).sum()
    return quantum / (N_c * kT / (q * F))


ratio_q = sheet_ratio(field)
assert abs(sheet_ratio(field / 100) - 1) < 0.01
assert 0 < ratio_q < 1
shift_q = -V_T * math.log(ratio_q)
W_q_change = width(psi_s + shift_q) / W - 1

# Other neglected effects, with rough typical inputs
degeneracy = N / (2**1.5 * N_c)
N_v, E_a = 3e25, 0.045
p1 = N_v * math.exp(-E_a / V_T) / 4
p_free = (-p1 + math.sqrt(p1**2 + 4 * p1 * N)) / 2
neutral = 1 - p_free / N
T_hot = 400.0
n_hot = n_i * (T_hot / T)**1.5 * math.exp(
    -gap_eV * q / (2 * k_B) * (1 / T_hot - 1 / T))
psi_hot = 2 * k_B * T_hot / q * math.log(N / n_hot)
W_hot = width(psi_hot)
tau = 1e-6
t_form = 2 * tau * N / n_i
psi_deep = 5.0
W_sweep = width(psi_deep)
assert psi_s < gap_eV
assert W_hot < W < W_sweep
assert degeneracy < 1e-3 and neutral < 0.02

print(f"Temperature: {T:.0f} K")
print(f"Acceptor density: {N*1e-6:.1e} cm^-3")
print(f"Intrinsic density: {n_i*1e-6:.1e} cm^-3")
print(f"Silicon relative permittivity (rough input): {kappa_si}")
print(f"Silicon permittivity: {eps*1e-2:.4e} F/cm")
print(f"Thermal voltage kT/q: {V_T*1e3:.3f} mV")
print(f"ln(N/n_i): {math.log(N/n_i):.4f}")
print(f"Bulk potential phi_F: {phi_F:.4f} V")
print(f"Threshold band bending 2 phi_F: {psi_s:.4f} V")
print(f"Depletion width W: {W*1e6:.4f} um = {W*1e9:.1f} nm")
print(f"Surface field: {field*1e-8:.4f} MV/cm")
print(f"Charge per area qNW: {charge*1e2:.4f} uC/cm2")
print(f"Debye length L: {L*1e9:.2f} nm")
print(f"Full Poisson surface field: {field_full*1e-8:.4f} MV/cm")
print(f"Full Poisson missing-hole width: {W_holes*1e6:.4f} um")
print(f"Hole-tail estimate L sqrt(2(u_s-1)): {W_tail*1e6:.4f} um")
print(f"Electron share of charge at threshold: {100*y1[3]/y1[1]:.2f} %")
print(f"Potential at W/2, depletion formula: {psi_mid:.4f} V")
print(f"Potential at W/2, full Poisson: {psi_mid_full:.4f} V")
print(f"Missing-hole width at n_s = 100 N: {W_deep*1e6:.4f} um")
print(f"Width ratio, n_s = 100 N to n_s = N: {width_gain:.3f}")
print(f"Charge ratio, n_s = 100 N to n_s = N: {charge_gain:.3f}")
print(f"Oxide thickness: {t_ox*1e9:.0f} nm")
print(f"Oxide relative permittivity (rough input): {kappa_ox}")
print(f"Oxide capacitance: {C_ox*1e5:.1f} nF/cm2")
print(f"Depletion capacitance eps/W: {C_dep*1e5:.2f} nF/cm2")
print(f"Series capacitance: {C_min*1e5:.2f} nF/cm2")
print(f"Series capacitance / oxide capacitance: {C_min/C_ox:.4f}")
print(f"Electron masses (rough input): {m_l}, {m_t} m_e")
print(f"Quantum/classical electron sheet density: {ratio_q:.3f}")
print(f"Extra band bending from confinement: {shift_q*1e3:.1f} mV")
print(f"Width change from confinement: {100*W_q_change:.2f} %")
print(f"Degeneracy correction at surface: {degeneracy:.1e} (fraction)")
print(f"Acceptor level (rough input): {E_a*1e3:.0f} meV")
print(f"Valence density of states (rough input): {N_v*1e-6:.0e} cm^-3")
print(f"Neutral acceptors in the bulk: {100*neutral:.2f} %")
print(f"Band gap (rough input): {gap_eV} eV")
print(f"Intrinsic density at {T_hot:.0f} K: {n_hot*1e-6:.1e} cm^-3")
print(f"Threshold band bending at {T_hot:.0f} K: {psi_hot:.3f} V")
print(f"Depletion width at {T_hot:.0f} K: {W_hot*1e6:.3f} um")
print(f"Generation lifetime (rough input): {tau*1e6:.0f} us")
print(f"Inversion-layer formation time scale: {t_form:.1f} s")
print(f"Deep-depletion width at {psi_deep:.0f} V: {W_sweep*1e6:.3f} um")
print(f"Deep-depletion surface field: {q*N*W_sweep/eps*1e-8:.3f} MV/cm")
print("ALL CHECKS PASSED")
```

Output:

```
Temperature: 300 K
Acceptor density: 1.0e+16 cm^-3
Intrinsic density: 1.0e+10 cm^-3
Silicon relative permittivity (rough input): 11.7
Silicon permittivity: 1.0359e-12 F/cm
Thermal voltage kT/q: 25.852 mV
ln(N/n_i): 13.8155
Bulk potential phi_F: 0.3572 V
Threshold band bending 2 phi_F: 0.7143 V
Depletion width W: 0.3039 um = 303.9 nm
Surface field: 0.0470 MV/cm
Charge per area qNW: 0.0487 uC/cm2
Debye length L: 40.88 nm
Full Poisson surface field: 0.0470 MV/cm
Full Poisson missing-hole width: 0.2983 um
Hole-tail estimate L sqrt(2(u_s-1)): 0.2984 um
Electron share of charge at threshold: 1.86 %
Potential at W/2, depletion formula: 0.1786 V
Potential at W/2, full Poisson: 0.1914 V
Missing-hole width at n_s = 100 N: 0.3185 um
Width ratio, n_s = 100 N to n_s = N: 1.068
Charge ratio, n_s = 100 N to n_s = N: 2.179
Oxide thickness: 10 nm
Oxide relative permittivity (rough input): 3.9
Oxide capacitance: 345.3 nF/cm2
Depletion capacitance eps/W: 34.08 nF/cm2
Series capacitance: 31.02 nF/cm2
Series capacitance / oxide capacitance: 0.0898
Electron masses (rough input): 0.92, 0.19 m_e
Quantum/classical electron sheet density: 0.700
Extra band bending from confinement: 9.2 mV
Width change from confinement: 0.64 %
Degeneracy correction at surface: 1.3e-04 (fraction)
Acceptor level (rough input): 45 meV
Valence density of states (rough input): 3e+19 cm^-3
Neutral acceptors in the bulk: 0.75 %
Band gap (rough input): 1.12 eV
Intrinsic density at 400 K: 3.5e+12 cm^-3
Threshold band bending at 400 K: 0.549 V
Depletion width at 400 K: 0.267 um
Generation lifetime (rough input): 1 us
Inversion-layer formation time scale: 2.0 s
Deep-depletion width at 5 V: 0.804 um
Deep-depletion surface field: 0.124 MV/cm
ALL CHECKS PASSED
```
